# The Scattering-In Term Omitted by the Self-Energy Relaxation-Time Approximation: verification in Python

```python
"""
Result under test: for electrons scattered by equilibrium phonons,
    sum_k' Gamma_kk' (lambda_k - lambda_k') = v_k ,
where delta f_k = E . lambda_k df0/d(energy). SERTA omits the
scattering-in term sum_k' Gamma_kk' lambda_k'.
Gamma_kk' is the partial rate: weight N+1-f_k' for phonon emission
and N+f_k' for absorption; N is the phonon occupation, f the Fermi
function. The total rate is 1/tau_k = sum_k' Gamma_kk'.
Model: parabolic 2D band, phonon energy omega, squared coupling
G^2 shape(q)/area. Hartree atomic units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
CM2_PER_VS = const.e * BOHR**2 / const.hbar * 1e4
PER_CM2 = (BOHR * 100)**2
MEV = 1e-3 / HARTREE_EV

mass = 0.5
temperature = 300.0
kT = const.k * temperature / const.e / HARTREE_EV
omega = 30 * MEV
G = 0.1
r0 = 100.0
density_cm2 = 5e12
base_rate = mass * G**2
angles = 2 * np.pi * np.arange(256) / 256


def bose(w):
    return 1 / np.expm1(w / kT)


def fermi(energy, chem):
    return 1 / (np.exp((energy - chem) / kT) + 1)


def chemical_potential(n_cm2):
    return kT * np.log(np.expm1(np.pi * n_cm2 * PER_CM2 / (mass * kT)))


def polar(length):
    return lambda q: 1 / (1 + length * q)**2


def solve_ladder(start, w, chem, shape, rungs=30):
    """Solve for the mean free path on energies start + integer * w."""
    energy = start + w * np.arange(rungs)
    k = np.sqrt(2 * mass * energy)
    v = k / mass
    f = fermi(energy, chem)
    lo, hi = k[:-1, None], k[1:, None]
    q = np.sqrt(lo**2 + hi**2 - 2 * lo * hi * np.cos(angles))
    s = shape(q)
    s0, s1 = s.mean(axis=1), (s * np.cos(angles)).mean(axis=1)
    absorb = base_rate * (bose(w) + f[1:])
    emit = base_rate * (bose(w) + 1 - f[:-1])
    total = np.zeros(rungs)
    total[:-1] += absorb * s0
    total[1:] += emit * s0
    incoming = np.diag(absorb * s1, 1) + np.diag(emit * s1, -1)
    full = np.linalg.solve(np.diag(total) - incoming, v)
    momentum = v / (total - incoming.sum(axis=1))
    return dict(energy=energy, k=k, v=v, f=f, tau=1 / total,
                incoming=incoming, serta=v / total, full=full,
                momentum=momentum, s0=s0, s1=s1)


def mobilities(n_cm2, shape, nodes=24):
    """Return SERTA, (1-cos)-weighted and full mobility in cm^2/(V s)."""
    chem = chemical_potential(n_cm2)
    x, weights = np.polynomial.legendre.leggauss(nodes)
    result = np.zeros(3)
    for start, weight in zip(omega * (x + 1) / 2, weights * omega / 2):
        a = solve_ladder(start, omega, chem, shape)
        thermal = a["f"] * (1 - a["f"]) / kT * a["v"] / 2
        result += weight * np.array(
            [thermal @ a[name] for name in ("serta", "momentum", "full")])
    return result * mass / np.pi / (n_cm2 * PER_CM2) * CM2_PER_VS


# --- Jacobian of the nonlinear collision sum for arbitrary states ---
rng = np.random.default_rng(7)
level = np.array([0, 0, 1, 1, 1, 2, 2, 3, 3])
size = len(level)
g2 = rng.random((size, size))
g2 = g2 + g2.T
N = bose(omega)
step = level[None, :] - level[:, None]
W = g2 * ((N + 1) * (step == -1) + N * (step == 1))


def collision_sum(f):
    gain = (1 - f) * (W.T @ f)
    loss = f * (W @ (1 - f))
    return gain - loss


f_eq = fermi(level * omega, 0.7 * omega)
assert np.max(np.abs(collision_sum(f_eq))) < 1e-13
h = 1e-3
jacobian = np.array([
    (collision_sum(f_eq + h * row) - collision_sum(f_eq - h * row)) / (2 * h)
    for row in np.eye(size)]).T
gamma = g2 * ((N + 1 - f_eq[None, :]) * (step == -1)
              + (N + f_eq[None, :]) * (step == 1))
scatter_in = g2 * ((N + f_eq[:, None]) * (step == -1)
                   + (N + 1 - f_eq[:, None]) * (step == 1))
predicted = scatter_in - np.diag(gamma.sum(axis=1))
jacobian_error = np.max(np.abs(jacobian - predicted))
assert jacobian_error < 1e-10
assert np.max(np.abs(jacobian.sum(axis=0))) < 1e-10
spread = f_eq * (1 - f_eq)
off_diagonal = jacobian - np.diag(np.diag(jacobian))
assert np.allclose(off_diagonal * spread[None, :],
                   spread[:, None] * gamma, atol=1e-10)

# --- ladder solution inserted into the nonlinear angular integral ---
chem = chemical_potential(density_cm2)
ladder = solve_ladder(omega / 2, omega, chem, polar(r0))
unit = np.stack([np.cos(angles), np.sin(angles)], axis=1)
vectors = ladder["k"][:, None, None] * unit[None, :, :]


def angular_collision(f):
    rate = np.zeros_like(f)
    for i in range(len(f) - 1):
        difference = vectors[i + 1][:, None, :] - vectors[i][None, :, :]
        s = polar(r0)(np.sqrt((difference**2).sum(axis=2)))
        upper, lower = f[i + 1][:, None], f[i][None, :]
        net_down = base_rate * s * ((N + 1) * upper * (1 - lower)
                                    - N * lower * (1 - upper))
        rate[i + 1] -= net_down.mean(axis=1)
        rate[i] += net_down.mean(axis=0)
    return rate


def linear_response(path, field=1e-7):
    f0 = ladder["f"][:, None] * np.ones(len(angles))
    change = -f0 * (1 - f0) / kT * path[:, None] * np.cos(angles)
    return (angular_collision(f0 + field * change)
            - angular_collision(f0 - field * change)) / (2 * field)


thermal = (ladder["f"] * (1 - ladder["f"]) / kT)[:, None] * np.cos(angles)
drive = thermal * ladder["v"][:, None]
scale = np.max(np.abs(drive))
full_residual = np.max(np.abs(drive - linear_response(ladder["full"]))) / scale
serta_gap = drive - linear_response(ladder["serta"])
omitted = thermal * (ladder["incoming"] @ ladder["serta"])[:, None]
serta_residual = np.max(np.abs(serta_gap)) / scale
assert full_residual < 1e-8
assert np.max(np.abs(serta_gap - omitted)) / scale < 1e-8
assert serta_residual > 1e-3

# --- elastic limit: transport time with the factor 1-cos ---
small = kT / 50
elastic = solve_ladder(small / 2, small, chem, polar(r0), rungs=1000)
pick = 100
k_pick = elastic["k"][pick]
average = quad(lambda t: polar(r0)(2 * k_pick * np.sin(t / 2))
               * (1 - np.cos(t)), 0, np.pi)[0] / np.pi
elastic_path = elastic["v"][pick] / (base_rate * 2 * kT / small * average)
elastic_ratio = elastic["full"][pick] / elastic_path
assert abs(elastic_ratio - 1) < 0.01

# --- dilute gas: random trajectories and the velocity correlation ---
count = 400000
energy = rng.exponential(kT, count)
v_start = np.sqrt(2 * energy / mass)
direction = np.zeros(count)
path_all, path_first = np.zeros(count), np.zeros(count)
untouched = np.ones(count, dtype=bool)
shape = polar(r0)
for trial in range(60):
    k = np.sqrt(2 * mass * energy)
    k_up = np.sqrt(2 * mass * (energy + omega))
    k_down = np.sqrt(2 * mass * np.maximum(energy - omega, 0))
    bound_up = N * shape(k_up - k)
    bound_down = np.where(energy >= omega,
                          (N + 1) * shape(np.abs(k - k_down)), 0)
    bound = bound_up + bound_down
    piece = v_start * k / mass * np.cos(direction) / (base_rate * bound)
    path_all += piece
    path_first += piece * untouched
    go_up = rng.random(count) * bound < bound_up
    k_new = np.where(go_up, k_up, k_down)
    turn = 2 * np.pi * rng.random(count)
    q2 = k**2 + k_new**2 - 2 * k * k_new * np.cos(turn)
    q = np.sqrt(np.maximum(q2, 0))
    accept = rng.random(count) * shape(np.abs(k - k_new)) < shape(q)
    energy += accept * np.where(go_up, omega, -omega)
    direction += accept * turn
    untouched &= ~accept
to_mobility = CM2_PER_VS / (2 * kT)
mc_full, mc_first = (p.mean() * to_mobility for p in (path_all, path_first))
err_full, err_first = (p.std() / np.sqrt(count) * to_mobility
                       for p in (path_all, path_first))
dilute = mobilities(1e6, polar(r0))
assert abs(mc_full - dilute[2]) < 4 * err_full
assert abs(mc_first - dilute[0]) < 4 * err_first
assert abs(mc_full - dilute[0]) > 5 * err_full

# --- coupling shape decides whether and how the omitted term acts ---
main = mobilities(density_cm2, polar(r0))
finer = mobilities(density_cm2, polar(r0), nodes=40)
assert np.allclose(main, finer, rtol=1e-6)
flat = mobilities(density_cm2, polar(0.0))
assert abs(flat[2] / flat[0] - 1) < 1e-10
gradient_length = 5.0
backward = mobilities(density_cm2, lambda q: (gradient_length * q)**2)
assert main[2] > main[0] and backward[2] < backward[0]

print(f"effective mass: {mass} electron masses")
print(f"temperature: {temperature:.0f} K; kT = {kT / MEV:.3f} meV")
print(f"phonon energy: {omega / MEV:.1f} meV; occupation N = {N:.4f}")
print(f"coupling G: {G} hartree bohr; r0: {r0:.0f} bohr")
print(f"base rate m G^2: {base_rate:.4e} a.u.")
print(f"density: {density_cm2:.1e} cm^-2")
print(f"chemical potential: {chem / MEV:.3f} meV above band edge")
print("ladder: energy meV | f | v a.u. | tau a.u. | "
      "path SERTA bohr | path full bohr")
for i in range(4):
    print(f"  {ladder['energy'][i] / MEV:.1f} | {ladder['f'][i]:.4f} | "
          f"{ladder['v'][i]:.5f} | {ladder['tau'][i]:.1f} | "
          f"{ladder['serta'][i]:.2f} | {ladder['full'][i]:.2f}")
print(f"lowest rung, angular mean of shape: {ladder['s0'][0]:.5f}")
print(f"lowest rung, mean of shape*cos: {ladder['s1'][0]:.5f}")
in_rate = ladder["incoming"][0, 1]
print(f"lowest rung, first-harmonic in-rate: {in_rate:.4e} a.u.")
print(f"lowest rung, omitted term: {in_rate * ladder['full'][1]:.5f} a.u.")
print("second rung, 1/tau over phonon energy: "
      f"{1 / (ladder['tau'][1] * omega):.3f}")
print(f"Jacobian, largest error: {jacobian_error:.1e}")
print(f"full solution, relative residual: {full_residual:.1e}")
print(f"SERTA solution, relative residual: {serta_residual:.4f}")
print(f"elastic limit, full path / (1-cos) path: {elastic_ratio:.5f}")
print("mobility in cm^2/(V s): SERTA | 1-cos weighting | full | SERTA/full")
for n in (1e6, 1e12, 5e12, 1e13):
    a = mobilities(n, polar(r0))
    print(f"  density {n:.0e} cm^-2: {a[0]:.1f} | {a[1]:.1f} | "
          f"{a[2]:.1f} | {a[0] / a[2]:.4f}")
print("same columns at density 5e12 cm^-2, r0 varied")
for length in (0.0, 30.0, 100.0, 300.0):
    a = mobilities(density_cm2, polar(length))
    print(f"  r0 {length:.0f} bohr: {a[0]:.1f} | {a[1]:.1f} | "
          f"{a[2]:.1f} | {a[0] / a[2]:.4f}")
print(f"coupling shape (b q)^2, b = {gradient_length:.0f} bohr, same columns")
print(f"  {backward[0]:.1f} | {backward[1]:.1f} | {backward[2]:.1f} | "
      f"{backward[0] / backward[2]:.4f}")
print(f"trajectories, dilute: {mc_full:.1f} +- {err_full:.1f} cm^2/(V s)")
print(f"trajectories up to first collision: {mc_first:.1f} +- "
      f"{err_first:.1f} cm^2/(V s)")
print(f"main result, full mobility: {main[2]:.1f} cm^2/(V s) = "
      f"{main[2] / CM2_PER_VS:.0f} a.u.")
print("all tests passed")
```

Printed output:

```
effective mass: 0.5 electron masses
temperature: 300 K; kT = 25.852 meV
phonon energy: 30.0 meV; occupation N = 0.4563
coupling G: 0.1 hartree bohr; r0: 100 bohr
base rate m G^2: 5.0000e-03 a.u.
density: 5.0e+12 cm^-2
chemical potential: 10.899 meV above band edge
ladder: energy meV | f | v a.u. | tau a.u. | path SERTA bohr | path full bohr
  15.0 | 0.4604 | 0.04696 | 6261.0 | 294.00 | 551.25
  45.0 | 0.2110 | 0.08133 | 2875.3 | 233.85 | 560.54
  75.0 | 0.0773 | 0.10500 | 2907.9 | 305.33 | 761.74
  105.0 | 0.0256 | 0.12424 | 3015.4 | 374.62 | 1034.85
lowest rung, angular mean of shape: 0.04787
lowest rung, mean of shape*cos: 0.02197
lowest rung, first-harmonic in-rate: 7.3300e-05 a.u.
lowest rung, omitted term: 0.04109 a.u.
second rung, 1/tau over phonon energy: 0.315
Jacobian, largest error: 1.1e-13
full solution, relative residual: 6.9e-15
SERTA solution, relative residual: 0.6582
elastic limit, full path / (1-cos) path: 0.99972
mobility in cm^2/(V s): SERTA | 1-cos weighting | full | SERTA/full
  density 1e+06 cm^-2: 399.8 | 886.8 | 792.3 | 0.5046
  density 1e+12 cm^-2: 372.5 | 849.7 | 766.5 | 0.4860
  density 5e+12 cm^-2: 306.7 | 791.0 | 725.8 | 0.4226
  density 1e+13 cm^-2: 290.8 | 881.2 | 798.1 | 0.3643
same columns at density 5e12 cm^-2, r0 varied
  r0 0 bohr: 13.1 | 13.1 | 13.1 | 1.0000
  r0 30 bohr: 71.1 | 124.7 | 119.8 | 0.5936
  r0 100 bohr: 306.7 | 791.0 | 725.8 | 0.4226
  r0 300 bohr: 1755.5 | 5772.6 | 5127.9 | 0.3424
coupling shape (b q)^2, b = 5 bohr, same columns
  160.6 | 111.1 | 119.0 | 1.3496
trajectories, dilute: 787.5 +- 3.5 cm^2/(V s)
trajectories up to first collision: 400.5 +- 0.8 cm^2/(V s)
main result, full mobility: 725.8 cm^2/(V s) = 17059 a.u.
all tests passed
```
